\section*{A finite-volume electromigration solver with void opening and atom balance}

\section{Scaling and the quantity to be balanced}

A metal line of length $L$ carries an electron wind that pushes atoms from the cathode end, $x=0$, to the anode end, $x=L$. Stress $\sigma$ is positive in tension. The model contains an initial uniform stress $\sigma_0$, a critical stress $\sigma_c$ for opening a void, a wind gradient $G$ (stress per length), a stress diffusivity $\kappa$ and an effective confined modulus $B$. The natural scales are $L$ for length, $GL$ for stress and $L^2/\kappa$ for time. For given $\kappa$, the modulus enters only when stress is converted to strain, through a factor $1/B$. The void length at age $s$, the time since opening, must therefore have the form
\begin{equation}
l(s)=\frac{GL^2}{B}\,\Phi\!\left(\frac{\kappa s}{L^2},\frac{\sigma_0}{GL},\frac{\sigma_c}{GL}\right).
\end{equation}
Before opening, in a line so long that $L$ cannot matter, only the stress rise $\sigma_c-\sigma_0$ counts, because a uniform stress drives no flux. The only time that can be formed is $(\sigma_c-\sigma_0)^2/(G^2\kappa)$. The equations below supply the function $\Phi$ and the missing factor.

The balance to be checked is
\begin{equation}
l(t)=\frac1B\int_0^L[\sigma_0-\sigma(x,t)]\,dx. \label{balance}
\end{equation}
The void volume is $Al$ for cross-section $A$. It equals the volume of atoms stored relative to the \emph{initial} line. If that line was in tension, part of the void comes from relaxing the tension. The model is one-dimensional and linearly elastic, with constant diffusivity and $l\ll L$. The void surface carries no capillary stress, and a conducting liner keeps the current flowing past the void.

\section{Transport equation and balance}

Let $D$ be the atomic diffusivity, $\Omega$ the atomic volume and $F=e|Z^*|\rho j$ the wind force, with effective charge number $Z^*$, resistivity $\rho$ and current density $j$. The stress part of the chemical potential is $-\Omega\sigma$, so the force on an atom is $\Omega\,\partial_x\sigma+F$. Multiplying by the mobility $D/kT$ and the density $C\simeq1/\Omega$ gives
\begin{equation}
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\end{equation}
Adding atoms to a confined line makes it more compressive: $dC/C=-d\sigma/B$. Inserting this in $\partial_tC=-\partial_xJ$ gives $\partial_t\sigma=B\Omega\,\partial_xJ$, or
\begin{equation}
\frac{\partial\sigma}{\partial t}=\frac{\partial q}{\partial x},\quad
q=\kappa\left(\frac{\partial\sigma}{\partial x}+G\right),\quad
\kappa=\frac{DB\Omega}{kT},\quad G=\frac F\Omega. \label{pde}
\end{equation}
Thus $q=B\Omega J$. A blocked end has $q=0$, hence $\partial_x\sigma=-G$.

At a void surface $\sigma=0$. Atoms leave it at the rate $J(0)$ per area, each freeing a volume $\Omega$, so $dl/dt=\Omega J(0)=q(0)/B$. Integrating (\ref{pde}) over the line gives
\begin{equation}
\frac{d}{dt}\int_0^L\sigma\,dx=q(L)-q(0).
\end{equation}
With a blocked anode, $q(L)=0$. Before opening, $q(0)=0$ too, so the integral keeps its initial value $\sigma_0L$. Afterwards it falls at the rate $B\,dl/dt$, and time integration gives (\ref{balance}). If the anode leaks atoms, for example by extrusion, $B^{-1}\int q(L)\,dt$ must be added to the right side of (\ref{balance}).

\section{Finite-volume scheme}

Use $N$ equal cells of width $h=L/N$ with cell averages $\sigma_1,\dots,\sigma_N$:
\begin{equation}
\frac{d\sigma_i}{dt}=\frac{q_{i+1/2}-q_{i-1/2}}h,\qquad
q_{i+1/2}=\kappa\left(\frac{\sigma_{i+1}-\sigma_i}{h}+G\right).
\end{equation}
The second formula holds at interior faces. At a blocked end the face flux is zero. At the void, reflecting the first cell oddly gives a ghost value $-\sigma_1$, which makes the face stress zero and
\begin{equation}
q_{1/2}=\kappa\left(\frac{2\sigma_1}{h}+G\right).
\end{equation}

The opening criterion needs the stress at the end face. With slope $-G$ there, a Taylor expansion averaged over the first cell gives $\sigma_1=\sigma(0)-Gh/2+\sigma''(0)h^2/6+\dots$, so
\begin{equation}
\sigma(0)=\sigma_1+\frac{Gh}{2}+O(h^2).
\end{equation}

For a step $\Delta t$, write each face flux as $c\,(\sigma_{\rm right}-\sigma_{\rm left})+w$. Interior faces have $c=\kappa/h$, $w=\kappa G$. The void face has $c=2\kappa/h$, $w=\kappa G$ and $\sigma_{\rm left}=0$. Blocked faces have $c=w=0$. With $g=\gamma\Delta t/h$, each implicit stage $Y$ with known part $r$ solves
\begin{align}
&-g\,c_{i-1/2}Y_{i-1}+[1+g(c_{i-1/2}+c_{i+1/2})]Y_i-g\,c_{i+1/2}Y_{i+1}\nonumber\\
&\qquad=r_i+g(w_{i+1/2}-w_{i-1/2}).
\end{align}
The first stage has $r_i=\sigma_i$. The second has $r_i=\sigma_i+(1-\gamma)\Delta t\,(q^{(1)}_{i+1/2}-q^{(1)}_{i-1/2})/h$, and its solution is the new stress. Summing over cells cancels all interior fluxes:
\begin{equation}
h\sum_i(\sigma_i^{\rm new}-\sigma_i)=-\Delta t\left[(1-\gamma)q^{(1)}_{1/2}+\gamma q^{(2)}_{1/2}\right]. \label{discrete}
\end{equation}
The void must grow by the bracket times $\Delta t/B$. The discrete balance is then an algebraic identity. Its agreement to rounding checks the coding, not the accuracy of the stress.

\begin{verbatim}
sigma[:] = sigma0;  void = false;  length = 0
clock = T*(k/M)^4,  k = 0..M
for each step dt of clock:
    trial = two_stage_step(sigma, dt, blocked)
    if trial[1] + G*h/2 >= sigma_c:
        find d in (0,dt] with end stress = sigma_c
        sigma = two_stage_step(sigma, d, blocked)
        void = true;  leave loop
    sigma = trial
if void:
    restart clock; insert the output ages
    for each step dt of clock:
        sigma, q1, q2 = two_stage_step(sigma, dt, open)
        length += dt*((1-gamma)*q1 + gamma*q2)/B
        stored  = h*sum(sigma0 - sigma)/B
        compare length with stored
\end{verbatim}

\section{Stability, step sizes and cost}

For a mode $y'=\lambda y$, put $z=\lambda\Delta t$. The stages are $Y_1=y/(1-\gamma z)$ and $Y_2=[y+(1-\gamma)zY_1]/(1-\gamma z)$, so one step multiplies $y$ by
\begin{equation}
R(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}
=1+z+(2\gamma-\gamma^2)z^2+\dots
\end{equation}
Matching $e^z$ to second order requires $2\gamma-\gamma^2=\tfrac12$; the root below one is $\gamma=1-1/\sqrt2\simeq0.293$. The diffusion matrix is symmetric with no positive eigenvalue, so $z\le0$. There the denominator is at least $1+2\gamma|z|$, which is no smaller than $|1-(1-2\gamma)|z||$. Hence $|R|\le1$ for every step size, and $R\to0$ for very stiff modes. Stability does not imply monotonicity: $R$ is negative for $z<-1/(1-2\gamma)\simeq-2.4$, so a large step can produce overshoot.

The end stress first rises as $\sqrt t$ and the void length later grows as $\sqrt s$. Resolving these early transients, and ages spread over several decades in one run, calls for small steps after each change of boundary condition. Grading is not needed for accuracy at one fixed later age: because stiff modes are damped, uniform steps after opening also give second order there. The clock $t_k=T(k/M)^4$ has local steps $\Delta t\simeq4T^{1/4}t^{3/4}/M$. For a function $\sqrt t$, the local error scales as $\Delta t^3t^{-5/2}$. Its accumulated sum scales as $\int\Delta t^2t^{-5/2}dt\propto M^{-2}\int dt/t$, which is second order up to a logarithm. This is an estimate, not a proof for the full system. It is pessimistic, because it ignores the damping of early errors; at a fixed age the time error of the void length falls about fourfold per doubling of $M$.

Each step needs two tridiagonal solves, so the work is $O(NM)$ and the storage $O(N)$. Every evaluation in the root search costs one extra step.

\section{An independent solution}

Put $\xi=x/L$. With both ends blocked, the steady profile that preserves the mean stress is $\sigma_0+GL(\tfrac12-\xi)$. The initial departure from it is $-GL(\tfrac12-\xi)$. Its cosine coefficients follow by parts:
\begin{equation}
2\int_0^1\!\left(\tfrac12-\xi\right)\cos n\pi\xi\,d\xi
=\frac{2(1-\cos n\pi)}{n^2\pi^2}
=\frac{4}{n^2\pi^2}\quad(n\ \text{odd}),
\end{equation}
and zero for even $n$. Each mode decays at rate $\kappa n^2\pi^2/L^2$, so
\begin{equation}
\sigma=\sigma_0+GL\left[\frac12-\xi-\sum_{n\,\rm odd}\frac{4\cos n\pi\xi}{n^2\pi^2}e^{-n^2\pi^2\kappa t/L^2}\right]. \label{blocked}
\end{equation}
At $\xi=0$ this rises monotonically towards $\sigma_0+GL/2$. Within the model, a line with $\sigma_0\ge\sigma_c$ opens a void at once. If $\sigma_0<\sigma_c$, a void opens at a finite time if and only if
\begin{equation}
L>\frac{2(\sigma_c-\sigma_0)}G. \label{safe}
\end{equation}

For a long line, the slope $\partial_x\sigma$ itself diffuses from the fixed end value $-G$, so it equals $-G\,\mathrm{erfc}(x/2\sqrt{\kappa t})$. Integrating from the end to infinity, with $\int_0^\infty\mathrm{erfc}\,z\,dz=1/\sqrt\pi$, gives
\begin{equation}
\sigma(0,t)=\sigma_0+2G\sqrt{\frac{\kappa t}{\pi}},\qquad
t_n\simeq\frac{\pi(\sigma_c-\sigma_0)^2}{4G^2\kappa}. \label{tn}
\end{equation}

After opening, $-Gx$ satisfies both boundary conditions. The remainder vanishes at $x=0$ and has zero slope at $x=L$. With $\mu_m=(m+\tfrac12)\pi$, $m=0,1,\dots$,
\begin{equation}
\sigma=-Gx+\sum_m a_m\sin(\mu_m\xi)\,e^{-\mu_m^2\kappa s/L^2}.
\end{equation}
The coefficients are projections of (\ref{blocked}) at $t_n$ plus $Gx$. With $\nu=n\pi$ we have $\cos(\mu_m\pm\nu)=0$, so
\begin{equation}
\int_0^1\!\sin\mu_m\xi\cos\nu\xi\,d\xi
=\frac12\left[\frac1{\mu_m+\nu}+\frac1{\mu_m-\nu}\right]
=\frac{\mu_m}{\mu_m^2-\nu^2}.
\end{equation}
Since $\int_0^1\sin\mu_m\xi\,d\xi=1/\mu_m$ and the sine modes have norm $\tfrac12$,
\begin{equation}
a_m=2\left[\frac{\sigma_0+GL/2}{\mu_m}-GL\sum_{n\,\rm odd}\frac{4e^{-\nu^2\kappa t_n/L^2}}{\nu^2}\frac{\mu_m}{\mu_m^2-\nu^2}\right].
\end{equation}
The surface flux is $q(0)=(\kappa/L)\sum a_m\mu_m e^{-\mu_m^2\kappa s/L^2}$. Integrating it over time and dividing by $B$ gives
\begin{equation}
l(s)=\frac LB\sum_m\frac{a_m}{\mu_m}\left(1-e^{-\mu_m^2\kappa s/L^2}\right). \label{series}
\end{equation}
For large $m$, $a_m\to2\sigma_c/\mu_m$. Truncation after $M_s$ terms therefore omits about $(L/B)\,2\sigma_c/(\pi^2M_s)$ once the exponentials are negligible, and this tail should be added. Comparing (\ref{series}), a surface flux, with the atoms in the solver's stress profile is an independent check of (\ref{balance}) within the model.

Two limits give a direct reading. Just after opening, the new boundary adds approximately $-\sigma_c\,\mathrm{erfc}(x/2\sqrt{\kappa s})$ to the blocked solution, which has no end flux. The added slope at the surface is $\sigma_c/\sqrt{\pi\kappa s}$. Multiplying by $\kappa/B$ and integrating,
\begin{equation}
l\simeq\frac{2\sigma_c}{B}\sqrt{\frac{\kappa s}{\pi}}. \label{early}
\end{equation}
This requires $\kappa s\ll L^2$ and a negligible further rise of the blocked-end stress during $s$. At late times $\sigma=-Gx$, and (\ref{balance}) gives
\begin{equation}
l_\infty=\frac{\sigma_0L}{B}+\frac{GL^2}{2B}. \label{final}
\end{equation}
The critical stress controls when the void opens and how fast it first grows, but not its final length.

\section{A copper line under accelerated test}

The rough parameters are $L=50\,\mu$m, a $0.2\,\mu$m square cross-section, $T=573$ K, $j=2$ MA/cm$^2$, $\rho=4\,\mu\Omega$\,cm, $|Z^*|=1$, $\Omega=0.0118$ nm$^3$, $B=30$ GPa, $D=10^{-12}$ cm$^2$/s, $\sigma_0=50$ MPa and $\sigma_c=200$ MPa. From (\ref{pde}), $G=10.86$ MPa/$\mu$m and $\kappa=16.11\,\mu$m$^2$/h.

The void-free limit (\ref{safe}) is $2(200-50)/10.86=27.6\,\mu$m. This corresponds to $jL\simeq5500$ A/cm, which is high among values reported for copper. It scales as $(\sigma_c-\sigma_0)/(|Z^*|\rho)$, all rough inputs here, so it is not a design rule. In solver tests run to 1000 h, a line at 0.99 of this length stayed void-free and one at 1.01 opened a void. For the $50\,\mu$m line, (\ref{tn}) gives
\begin{equation}
t_n\simeq\frac{\pi(150)^2}{4(10.862)^2(16.109)}=9.30\ \text{h}.
\end{equation}
The solver and the finite-line series both give 9.35 h. The final length is
\begin{equation}
l_\infty=\frac{50\times50}{30000}+\frac{10.862\times50^2}{2\times30000}
=0.083+0.453=0.536\ \mu\text{m}.
\end{equation}
The volume is $0.536\times0.2^2=0.0214\,\mu$m$^3$, or $1.8\times10^9$ atoms. About 16\% of it comes from the initial tension.

\begin{center}
\begin{tabular}{rccc}
age (h) & void ($\mu$m) & stored ($\mu$m) & series ($\mu$m)\\
0.1 & 0.00957 & 0.00957 & 0.00957\\
1 & 0.03095 & 0.03095 & 0.03096\\
10 & 0.1148 & 0.1148 & 0.1148\\
100 & 0.4362 & 0.4362 & 0.4362\\
1000 & 0.5359 & 0.5359 & 0.5359
\end{tabular}
\end{center}

These runs use $N=400$, $M=800$ and $T=1000$ h for the clock. The largest relative difference between void and stored length is $2\times10^{-12}$, as (\ref{discrete}) requires up to rounding. Formula (\ref{early}) gives $0.00955\,\mu$m at 0.1 h. Refining $(N,M)$ together from $(50,100)$ to $(400,800)$ lowers the largest error relative to the series, at ages 1, 10 and 100 h, from $3.8\times10^{-3}$ to $5.9\times10^{-5}$. Each doubling reduces it about fourfold, consistent with second order. The last refinement changes the void length by at most 0.018\% at the listed ages from 1 h onwards.

\section{Failure modes and the real device}

If the void collects $\Delta t\,q^{(2)}_{1/2}$ instead of the weighted flux in (\ref{discrete}), the books disagree by 0.58\% at 10 h on the finest mesh. The stress field is unchanged; only the void account is wrong. If reversed current refills the void, the end must return to the blocked condition when $l$ reaches zero. The scheme above does not include that event.

The temperature and current density are in the range of accelerated tests on copper interconnects. The diffusivity, modulus and critical stress vary with interfaces, confinement and flaws, so the times are illustrative, not a lifetime prediction. The calculated final anode stress, $-543$ MPa, is large. Yielding, cracking or extrusion there would invalidate the elastic, sealed-end balance. Capillarity is the largest of the final-length corrections estimated here: if the void ends in a hemispherical cap of radius $r=0.1\,\mu$m bulging into the metal, a surface energy $\gamma_s=1.7$ J/m$^2$ puts the metal at the surface under a tension $2\gamma_s/r=34$ MPa. Replacing the zero-stress condition by this value shortens the final void by $34\times50/30000=0.057\,\mu$m, about 11\%. It also slows the early growth by about 17\%, because the stress drop at the surface, $\sigma_c$ in (\ref{early}), becomes $\sigma_c-34$ MPa.

The other effects estimated here are smaller or affect mainly the timing:
\begin{itemize}
\item Let $D$ vary as $e^{\Omega\sigma/kT}$, with the quoted $D$ at zero stress and $\Omega$ taken as the activation volume. Opening then occurs at 8.4 h instead of 9.35 h. The void is $0.118\,\mu$m long at 10 h and $0.423\,\mu$m at 100 h, about 3\% above and 3\% below the constant-$D$ values. The final length is unchanged, because zero flux still requires $\partial_x\sigma=-G$.
\item If the surface moves, the remaining line has length $L-l$ and final stress $-G(x-l)$. Equating initial and final atom numbers, with the density taken as linear in stress, gives $L(1-\sigma_0/B)=(L-l)+G(L-l)^2/(2B)$. The solution is $0.526\,\mu$m, about 2\% below (\ref{final}). Integrating $dC/C=-d\sigma/B$ without linearizing gives $0.529\,\mu$m, about 1\% below, so only the rough size of this correction is meaningful.
\item Heat flow straight through $1\,\mu$m of oxide with conductivity 1 W/(m\,K) gives 3.2 K of Joule heating. For a rough 0.9 eV barrier this raises $D$ by 11\%. For the intact copper line both are upper estimates: the line is five times narrower than the oxide is thick, so lateral heat spreading reduces them by a factor of roughly 5 to 10. They do not cover the liner that carries the current across a void. A thin resistive liner, say 10 nm of $200\,\mu\Omega$\,cm over a $0.5\,\mu$m void, can heat by tens of kelvin and warm the adjacent copper by more than 3.2 K.
\item The void length reaches the line width only at an age of 23.7 h. Before then, a compact void need not cover the cross-section, and the one-dimensional zero-stress surface is least secure.
\end{itemize}
Most of these values are given with more digits in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature 573 K; line length 50 um
line width = thickness 0.20 um
current density 2.0 MA/cm2
resistivity 4.0 uohm cm; |Z*| 1.0
atomic volume 0.0118 nm3; modulus B 30 GPa
atomic diffusivity 1.0e-12 cm2/s
initial stress 50 MPa; critical 200 MPa
wind gradient G 10.862 MPa/um
stress diffusivity kappa 16.109 um2/h
diffusion time L^2/kappa 155.2 h
longest void-free line 27.62 um
  0.99 of it: void formed? False
  1.01 of it: void formed? True
nucleation time, solver 9.3516 h
nucleation time, series 9.3518 h
nucleation time, long-line formula 9.2975 h
age (h) | void, stored, series void (um)
      0.1 | 0.009567 0.009567 0.009572
      1.0 | 0.030954 0.030954 0.030956
     10.0 | 0.114845 0.114845 0.114846
    100.0 | 0.436176 0.436176 0.436176
   1000.0 | 0.535926 0.535926 0.535926
early-growth formula at 0.1 h: 0.009548 um
largest relative balance error 2.2e-12
balance error, end-of-step flux, 10 h: 0.58 %
cells, steps | largest relative void error, 1 to 100 h
    50  100 | 3.84e-03
   100  200 | 9.54e-04
   200  400 | 2.37e-04
   400  800 | 5.92e-05
last refinement shifts void (age >= 1 h) by 0.0178 %
final void length, formula 0.53593 um
  from initial tension 0.08333 um
  from electron wind 0.45259 um
final void volume 0.02144 um3
atoms moved from void 1.817e+09
final anode stress -543.1 MPa
NEGLECTED EFFECTS
Omega*critical stress/(kT) 0.298
stress-dependent D: nucleation 8.37 h
stress-dependent D: void at 10 h 0.1181 um
stress-dependent D: void at 100 h 0.4228 um
final void with moving surface 0.52645 um
surface energy 1.7 J/m2: tension 34.0 MPa
  final void shorter by 0.0567 um
oxide 1.0 um, 1.0 W/(m K)
  Joule heating, no lateral spreading 3.20 K
  D factor for 0.9 eV barrier 1.107
void length equals line width at age 23.7 h
\end{verbatim}
